\section*{Symmetry relations for the phonon-induced potential at rotated and opposite wavevectors, part 1}

(Sections cited here and not found follow in the later parts.)

\section{The transformation law from the symmetry of the potential}

\subsection{What symmetry alone allows}

When the atoms of type $\kappa$ are displaced along the Cartesian direction $\alpha$ in a wave of wavevector $\mathbf q$, the self-consistent potential changes at first order by $\partial V_{\kappa\alpha\mathbf q}(\mathbf r)$ per unit displacement. This function has the dimension of energy over length. A space-group operation contains no energy and only moves points rigidly, so a relation between the function at $\mathbf q$ and at a rotated wavevector can contain only a change of argument and dimensionless coefficients. Hartree atomic units are used in the algebra, eV and \AA{} in the numbers.

Atoms sit at $\mathbf R_p+\boldsymbol\tau_\kappa$, with $\mathbf R_p$ a lattice vector. An operation $g=\{S|\mathbf v\}$ sends $\mathbf r$ to $S\mathbf r+\mathbf v$, with $S$ a real orthogonal matrix, so $g^{-1}\mathbf r=S^{-1}(\mathbf r-\mathbf v)$. It carries atom $\kappa$ of the home cell onto an atom of the same species, labelled $g\kappa$, which may lie in another cell:
\begin{equation}
S\boldsymbol\tau_\kappa+\mathbf v=\boldsymbol\tau_{g\kappa}+\mathbf L_\kappa ,\qquad \mathbf L_\kappa \text{ a lattice vector.}
\label{eq:L}
\end{equation}
The phase convention is that of the cell:
\begin{equation}
\partial V_{\kappa\alpha\mathbf q}(\mathbf r)=\sum_p e^{i\mathbf q\cdot\mathbf R_p}\,\partial_{\kappa\alpha p}V(\mathbf r),\qquad
\partial_{\kappa\alpha p}V=\frac{\partial V}{\partial\tau_{\kappa\alpha p}} .
\label{eq:def}
\end{equation}
Translation invariance gives $\partial_{\kappa\alpha p}V(\mathbf r)=\partial_{\kappa\alpha 0}V(\mathbf r-\mathbf R_p)$. Shifting the summation index in (\ref{eq:def}) then gives $\partial V_{\mathbf q}(\mathbf r+\mathbf R)=e^{i\mathbf q\cdot\mathbf R}\partial V_{\mathbf q}(\mathbf r)$.

Each label has one way to transform. The index $\alpha$ belongs to a displacement, a polar vector, and brings the matrix $S$. The index $\kappa$ goes to $g\kappa$. The function $f(\mathbf r)=\partial V_{\mathbf q}(g^{-1}\mathbf r)$ obeys $f(\mathbf r+\mathbf R)=e^{i\mathbf q\cdot S^{-1}\mathbf R}f(\mathbf r)=e^{iS\mathbf q\cdot\mathbf R}f(\mathbf r)$, because $S$ preserves scalar products, so it belongs to the wavevector $S\mathbf q$. The relation therefore has the form
\begin{equation}
\partial V_{g\kappa,\beta,S\mathbf q}(\mathbf r)=c_\kappa\sum_\alpha S_{\beta\alpha}\,\partial V_{\kappa\alpha\mathbf q}(g^{-1}\mathbf r).
\end{equation}
Two arbitrary choices constrain $c_\kappa$. The first is the choice of which atom counts as the home copy. Replacing $\boldsymbol\tau_\kappa$ by $\boldsymbol\tau_\kappa+\mathbf R$ gives the atom that had cell vector $\mathbf R_p$ the new cell vector $\mathbf R_p-\mathbf R$, which multiplies (\ref{eq:def}) by $e^{-i\mathbf q\cdot\mathbf R}$. To stay valid under this change for $\kappa$, and under the same change for $g\kappa$ at $S\mathbf q$, the coefficient must vary as $e^{i\mathbf q\cdot\boldsymbol\tau_\kappa-iS\mathbf q\cdot\boldsymbol\tau_{g\kappa}}$. The second is the translation part: $\{S|\mathbf v+\mathbf t\}$ with a lattice vector $\mathbf t$ is also a symmetry, and it multiplies $\partial V_{\mathbf q}(g^{-1}\mathbf r)$ by $e^{-iS\mathbf q\cdot\mathbf t}$ while the left side is unchanged, so $c_\kappa$ must vary as $e^{iS\mathbf q\cdot\mathbf v}$. With $\mathbf q\cdot\boldsymbol\tau_\kappa=S\mathbf q\cdot S\boldsymbol\tau_\kappa$ the product of the two factors is $e^{iS\mathbf q\cdot(S\boldsymbol\tau_\kappa+\mathbf v-\boldsymbol\tau_{g\kappa})}=e^{iS\mathbf q\cdot\mathbf L_\kappa}$. This argument leaves open a factor that depends on neither choice, and that factor has to come from the potential itself.

\subsection{One atom in free space}

Take a spherical atom at $\boldsymbol\tau$ with self-consistent potential $V(\mathbf r)=W(|\mathbf r-\boldsymbol\tau|)$. Moving the nucleus drags the potential along rigidly, so with $\mathbf d=\mathbf r-\boldsymbol\tau$ and $d=|\mathbf d|$,
\begin{equation}
\partial_\alpha V(\mathbf r)=-W'(d)\,\frac{d_\alpha}{d}.
\end{equation}
Let $g$ be a rotation about the atom, $g\boldsymbol\tau=\boldsymbol\tau$. Then $g^{-1}\mathbf r-\boldsymbol\tau=S^{-1}\mathbf d$, which has length $d$, and
\begin{equation}
\sum_\alpha S_{\beta\alpha}\,\partial_\alpha V(g^{-1}\mathbf r)=-W'(d)\,\frac{(SS^{-1}\mathbf d)_\beta}{d}=\partial_\beta V(\mathbf r).
\end{equation}
The pairing of $S_{\beta\alpha}$ on the index with $g^{-1}$ in the argument is the right one, and the open factor is $1$ here. The pairing of $S^{-1}$ with $g^{-1}$ would leave $S^{-2}\mathbf d$, which agrees for all $\mathbf d$ only if $S^2=1$. Inversion gives $\partial_\beta V(\boldsymbol\tau+\mathbf d)=-\partial_\beta V(\boldsymbol\tau-\mathbf d)$: the perturbation is a dipole, odd about the atom.

\subsection{A chain described with a doubled cell}

The lattice phase is isolated by a case without rotation. Take identical atoms with spacing $a/2$, described by a cell of length $a$ with $\tau_0=0$ and $\tau_1=a/2$. Let $s(x)$ be the full self-consistent response to moving the atom at the origin, so that moving the atom at $X$ gives $s(x-X)$. The definition (\ref{eq:def}) gives
\begin{equation}
\partial V_{0q}(x)=\sum_p e^{iqpa}s(x-pa),\qquad
\partial V_{1q}(x)=\sum_p e^{iqpa}s(x-pa-a/2).
\end{equation}
The operation $g=\{1|a/2\}$ exchanges the sublattices. From (\ref{eq:L}), $\tau_0+a/2=\tau_1$ gives $L_0=0$, and $\tau_1+a/2=\tau_0+a$ gives $L_1=a$. The first sum evaluated at $x-a/2$ is the second sum, so $\partial V_{1q}(x)=\partial V_{0q}(x-a/2)$ without a phase. In the other direction,
\begin{equation}
e^{iqa}\,\partial V_{1q}(x-a/2)=\sum_p e^{iq(p+1)a}s\bigl(x-(p+1)a\bigr)=\partial V_{0q}(x).
\end{equation}
Both relations have $c_\kappa=e^{iqL_\kappa}$, again with open factor $1$. Applying them in turn gives $\partial V_{0q}(x)=e^{iqa}\partial V_{0q}(x-a)$, the Bloch condition, as $g^2=\{1|a\}$ demands. Without the phase the two steps would force $\partial V_{0q}$ to be periodic, which is false unless $qa$ is a multiple of $2\pi$. The phase records that the permutation of atoms carried one of them across a cell boundary.

\subsection{The general crystal}

The assumptions are these. The potential $V[\{\mathbf X\}](\mathbf r)$ is the local Kohn--Sham potential for nuclei at rest at positions $\{\mathbf X\}$, so the response is static. The ground state, at zero or finite electronic temperature, is spin-unpolarized, unique, and a differentiable function of the positions near the crystal geometry. The Hartree and exchange-correlation potential is covariant under rigid motions: with $(P_gf)(\mathbf r)=f(g^{-1}\mathbf r)$, one has $V_{Hxc}[P_gn]=P_gV_{Hxc}[n]$. This holds for functionals built from the density, scalar products of its gradients and distances between points.

Let $n$ and $V$ solve the Kohn--Sham equations for an arbitrary geometry $\{\mathbf X\}$, with orbitals $\psi_i$. The Laplacian commutes with $P_g$, so $P_g\psi_i$ is an eigenfunction of $-\tfrac12\nabla^2+P_gV$ with the same energy and occupation, and these orbitals build the density $P_gn$. The ionic part is a sum of spherical terms $w(|\mathbf r-\mathbf X|)$, and $|g^{-1}\mathbf r-\mathbf X|=|\mathbf r-g\mathbf X|$, so $P_gV^{\rm ion}[\{\mathbf X\}]=V^{\rm ion}[\{g\mathbf X\}]$. Hence $P_gV=V^{\rm ion}[\{g\mathbf X\}]+V_{Hxc}[P_gn]$ is self-consistent for the moved geometry, and by uniqueness it is the solution:
\begin{equation}
V[\{g\mathbf X\}](\mathbf r)=V[\{\mathbf X\}](g^{-1}\mathbf r).
\label{eq:cov}
\end{equation}
For the perfect crystal the sets $\{g\mathbf X\}$ and $\{\mathbf X\}$ coincide, and $V(g^{-1}\mathbf r)=V(\mathbf r)$.

Now let $\{\mathbf X\}$ be the crystal with the single atom $(\kappa,p)$ displaced by $\mathbf u$. That atom is sent to
\begin{equation}
S(\mathbf R_p+\boldsymbol\tau_\kappa+\mathbf u)+\mathbf v=(S\mathbf R_p+\mathbf L_\kappa)+\boldsymbol\tau_{g\kappa}+S\mathbf u ,
\end{equation}
by (\ref{eq:L}), and all other atoms land on undisturbed sites. So $\{g\mathbf X\}$ is the crystal with atom $(g\kappa,p')$ displaced by $S\mathbf u$, where $\mathbf R_{p'}=S\mathbf R_p+\mathbf L_\kappa$. The terms of (\ref{eq:cov}) linear in $u_\alpha$ give
\begin{equation}
\sum_{\gamma}S_{\gamma\alpha}\,\partial_{g\kappa,\gamma,p'}V(\mathbf r)=\partial_{\kappa\alpha p}V(g^{-1}\mathbf r).
\end{equation}
Multiplying by $S_{\beta\alpha}$, summing over $\alpha$ and using $\sum_\alpha S_{\beta\alpha}S_{\gamma\alpha}=\delta_{\beta\gamma}$ isolates one component:
\begin{equation}
\partial_{g\kappa,\beta,p'}V(\mathbf r)=\sum_\alpha S_{\beta\alpha}\,\partial_{\kappa\alpha p}V(g^{-1}\mathbf r).
\label{eq:single}
\end{equation}
The map $p\to p'$ is one-to-one on the lattice, since $S$ maps the lattice onto itself. The sum over $p'$ in the definition at $S\mathbf q$ can therefore run over $p$, with the phase
\begin{equation}
e^{iS\mathbf q\cdot\mathbf R_{p'}}=e^{iS\mathbf q\cdot S\mathbf R_p}\,e^{iS\mathbf q\cdot\mathbf L_\kappa}=e^{i\mathbf q\cdot\mathbf R_p}\,e^{iS\mathbf q\cdot\mathbf L_\kappa}.
\end{equation}
The second factor does not depend on $p$ and leaves the sum. What remains is (\ref{eq:def}) at $\mathbf q$, evaluated at $g^{-1}\mathbf r$:
\begin{equation}
\partial V_{g\kappa,\beta,S\mathbf q}(\mathbf r)=e^{iS\mathbf q\cdot\mathbf L_\kappa}\sum_\alpha S_{\beta\alpha}\,\partial V_{\kappa\alpha\mathbf q}\bigl(S^{-1}(\mathbf r-\mathbf v)\bigr).
\label{eq:A}
\end{equation}
The open factor is $1$ in general. The density response $\partial n$ obeys the same law, since (\ref{eq:cov}) holds for $n$. For a nonlocal potential the same steps apply to the kernel $V(\mathbf r,\mathbf r')$, with $g^{-1}$ acting on both arguments.

Three limits follow directly. For a pure lattice translation $\{1|\mathbf t\}$ one has $g\kappa=\kappa$ and $\mathbf L_\kappa=\mathbf t$, and (\ref{eq:A}) is the Bloch condition. For one atom per cell at the origin and $\mathbf v=0$, $\mathbf L=0$ and the free-atom law returns. Under a shift of origin by $\mathbf s$, the positions become $\boldsymbol\tau-\mathbf s$ and the translation becomes $\mathbf v+S\mathbf s-\mathbf s$, so $S(\boldsymbol\tau_\kappa-\mathbf s)+\mathbf v+S\mathbf s-\mathbf s-(\boldsymbol\tau_{g\kappa}-\mathbf s)=\mathbf L_\kappa$ and the phase in (\ref{eq:A}) does not depend on the origin.

The assumptions are sufficient, and the law can fail where one of them fails. If the electrons settle into a state of lower symmetry than the nuclei, such as a charge-ordered solution, $P_gV$ is a different degenerate solution, and only the operations that leave the chosen solution fixed may be used. In an insulator with polar atoms the limit $\mathbf q\to0$ can depend on direction; (\ref{eq:A}) holds at each finite $\mathbf q$, so the limit along $\hat{\mathbf q}$ maps to the limit along $S\hat{\mathbf q}$.

\subsection{Two operations in succession}

The law must give the same result for $g_1g_2$ as for $g_2$ followed by $g_1$. Write $\mathbf L^{g}_\kappa$ for the vector belonging to $g$. Applying (\ref{eq:L}) twice,
\begin{equation}
g_1g_2\boldsymbol\tau_\kappa=S_1(\boldsymbol\tau_{g_2\kappa}+\mathbf L^{g_2}_\kappa)+\mathbf v_1
=\boldsymbol\tau_{g_1g_2\kappa}+\mathbf L^{g_1}_{g_2\kappa}+S_1\mathbf L^{g_2}_\kappa ,
\end{equation}
so $\mathbf L^{g_1g_2}_\kappa=\mathbf L^{g_1}_{g_2\kappa}+S_1\mathbf L^{g_2}_\kappa$. Taking the scalar product with $S_1S_2\mathbf q$ gives $S_1S_2\mathbf q\cdot\mathbf L^{g_1}_{g_2\kappa}+S_2\mathbf q\cdot\mathbf L^{g_2}_\kappa$, the sum of the phases of the two steps, each taken at the wavevector reached after that step.

A screw axis shows this with rotation, translation and permutation all present. Take a hexagonal lattice with $\mathbf a_1=a(1,0,0)$, $\mathbf a_2=a(-\tfrac12,\tfrac{\sqrt3}{2},0)$, $\mathbf a_3=c(0,0,1)$ and three identical atoms at fractional positions
\begin{equation}
\boldsymbol\tau_0=(\tfrac14,0,\tfrac13),\qquad \boldsymbol\tau_1=(0,\tfrac14,\tfrac23),\qquad \boldsymbol\tau_2=(\tfrac34,\tfrac34,0).
\end{equation}
This is a structure of space group $P3_121$, with six rotations and no inversion. In fractional coordinates $S$ acts on positions as an integer matrix $W$. Wavevector components along the reciprocal basis transform with $(W^{-1})^{T}$, because $\mathbf q\cdot\mathbf r=2\pi\sum_iq_ix_i$ must be preserved. The screw is $(x,y,z)\to(-y,\,x-y,\,z+\tfrac13)$, a rotation by $120^\circ$ about $z$ with $\mathbf v=(0,0,\tfrac13)$. Requiring $h'(-y)+k'(x-y)=hx+ky$ for all $x,y$ gives $k'=h$ and $h'=-h-k$, so wavevectors map as $(h,k,l)\to(-h-k,\,h,\,l)$. The atoms map as
\begin{align}
\boldsymbol\tau_0&\to(0,\tfrac14,\tfrac23)=\boldsymbol\tau_1, & \mathbf L_0&=(0,0,0),\nonumber\\
\boldsymbol\tau_1&\to(-\tfrac14,-\tfrac14,1)=\boldsymbol\tau_2+\mathbf L_1, & \mathbf L_1&=(-1,-1,1),\nonumber\\
\boldsymbol\tau_2&\to(-\tfrac34,0,\tfrac13)=\boldsymbol\tau_0+\mathbf L_2, & \mathbf L_2&=(-1,0,0).
\label{eq:screwL}
\end{align}
Start at atom 0 with $\mathbf q=(h,k,l)$. The wavevectors after one, two and three steps are $(-h-k,h,l)$, $(k,-h-k,l)$ and $(h,k,l)$. In units of $2\pi$ the three phases are $0$, then $-k+(h+k)+l=h+l$, then $-h$. Their sum is $l$. Since $g^3=\{1|\mathbf a_3\}$, the total must be the Bloch phase $\mathbf q\cdot\mathbf a_3=2\pi l$, and it is.

The transformation law (\ref{eq:A}) now follows from the covariance of the self-consistent potential, with its lattice phase fixed and shown to be consistent for successive operations. It remains to put the law in the form a calculation stores, to find when finite sums respect it, to relate $\mathbf q$ to $-\mathbf q$, and to apply and test the results.
